# Neutral-Donor Scattering through the D⁻ State: Mobility and Spin-Polarization Magnetoresistance: verification in Python

```python
# Result under test: mobility limited by neutral hydrogenic donors D0, with
# singlet and triplet s-wave scattering in effective-range form.
#   singlet: k cot(ds) = -kappa + (rho/2)(k^2 + kappa^2), kappa^2 = D- binding
#   triplet: k cot(dt) = -1/a_t + r_t k^2/2
#   tau(P)/tau(0) = (1 + lam*Pd*Pe)/(1 - lam^2*Pd^2),
#   lam = (sig_s - sig_t)/(sig_s + 3 sig_t); Pd, Pe: donor, electron polarization
# Lengths are in effective Bohr radii and energies in effective Rydbergs (E = k^2),
# except in the two-electron solver, which uses effective Hartrees.
import numpy as np
from scipy import constants as C
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import eigsh
from scipy.special import (eval_legendre, gamma, roots_genlaguerre,
                           roots_legendre, spherical_jn)

NPTS = 30


def radial_grid(R):
    """Lobatto grid on (0, R), functions zero at both ends; kinetic matrix."""
    N = NPTS + 1
    inner = np.polynomial.legendre.Legendre.basis(N).deriv().roots().real
    x = np.concatenate(([-1.0], np.sort(inner), [1.0]))
    p = eval_legendre(N, x)
    w = 2 / (N * (N + 1) * p**2)
    D = p[:, None] / p[None, :] / (x[:, None] - x[None, :] + np.eye(N + 1))
    np.fill_diagonal(D, 0.0)
    D[0, 0], D[-1, -1] = -N * (N + 1) / 4, N * (N + 1) / 4
    T = 0.5 * (2 / R)**2 * (D.T @ (w[:, None] * D)) / np.sqrt(np.outer(w, w))
    return R * (x[1:-1] + 1) / 2, w[1:-1] * R / 2, T[1:-1, 1:-1]


def multipole(L, R, r, w, T):
    """Values of r_<^L / r_>^(L+1) from the radial Poisson equation."""
    inv = np.linalg.inv(2 * T + np.diag(L * (L + 1) / r**2))
    sw = r * np.sqrt(w)
    return (2 * L + 1) * inv / np.outer(sw, sw) + np.outer(r**L, r**L) / R**(2 * L + 1)


def box_levels(R, lmax, parity):
    """Lowest total-L=0 two-electron levels; parity +1 singlet, -1 triplet."""
    r, w, T = radial_grid(R)
    i, j = np.triu_indices(NPTS, 0 if parity > 0 else 1)
    norm = np.where(i == j, np.sqrt(0.5), 1.0)
    one, npair = np.eye(NPTS), len(i)
    H = np.zeros((npair * (lmax + 1),) * 2)
    V = [multipole(L, R, r, w, T)[i, j] for L in range(2 * lmax + 1)]
    xg, wg = roots_legendre(20)
    d = np.arange(npair)
    for l in range(lmax + 1):
        h = T + np.diag(l * (l + 1) / (2 * r**2) - 1 / r)
        b = (h[np.ix_(i, i)] * one[np.ix_(j, j)]
             + one[np.ix_(i, i)] * h[np.ix_(j, j)]
             + parity * (h[np.ix_(i, j)] * one[np.ix_(j, i)]
                         + one[np.ix_(i, j)] * h[np.ix_(j, i)]))
        s = slice(l * npair, (l + 1) * npair)
        H[s, s] += b * np.outer(norm, norm)
        for m in range(lmax + 1):
            for L in range(2 * lmax + 1):
                ang = 0.5 * np.sum(wg * eval_legendre(l, xg) * eval_legendre(L, xg)
                                   * eval_legendre(m, xg))
                H[l * npair + d, m * npair + d] += (
                    np.sqrt((2 * l + 1) * (2 * m + 1)) * ang * V[L])
    v0 = np.random.default_rng(1).standard_normal(len(H))
    return np.sort(eigsh(H, k=4, sigma=-0.54, v0=v0, return_eigenvectors=False))


# --- radial solver checked on known hydrogen properties ---
R0 = 25.0
r, w, T = radial_grid(R0)
e1, u1 = eigh(T - np.diag(1 / r))
E1s, u = e1[0], u1[:, 0]
h_p = T + np.diag(1 / r**2 - 1 / r)
alpha = 2 / 3 * (r * u) @ np.linalg.solve(h_p - E1s * np.eye(NPTS), r * u)
repulsion = u**2 @ multipole(0, R0, r, w, T) @ u**2
assert abs(E1s + 0.5) < 1e-5
assert abs(alpha - 4.5) < 2e-3
assert abs(repulsion - 0.625) < 1e-3

# --- D- binding and phase shifts from hard-wall boxes ---
data = {1: [], -1: []}
for R in (16.0, 20.0, 25.0, 30.0):
    rr, ww, TT = radial_grid(R)
    threshold = eigh(TT - np.diag(1 / rr), eigvals_only=True)[0]
    for parity in (1, -1):
        levels = box_levels(R, 3, parity)
        if parity == 1 and R == R0:
            bind = 2 * (threshold - levels[0])
        for E in levels:
            if E > threshold:
                k = np.sqrt(2 * (E - threshold))
                if k < 0.5:
                    data[parity].append((k, -k / np.tan(k * R)))
bind_l2 = 2 * (E1s - box_levels(R0, 2, 1)[0])
assert bind > 0 and 0 < bind - bind_l2 < 2e-3
kappa = np.sqrt(bind)
ks, cs = np.array(sorted(data[1])).T
kt, ct = np.array(sorted(data[-1])).T
g2 = ks**2 + kappa**2
rho = 2 * np.sum((cs + kappa) * g2) / np.sum(g2**2)
slope, icpt = np.polyfit(kt**2, ct, 1)
a_t, r_t = -1 / icpt, 2 * slope


def cot_s(k):
    return -kappa + rho / 2 * (k**2 + kappa**2)


def cot_t(k):
    return -1 / a_t + r_t * k**2 / 2


res_s, res_t = np.max(abs(cot_s(ks) - cs)), np.max(abs(cot_t(kt) - ct))
assert len(ks) >= 6 and len(kt) >= 6
assert res_s < 0.015 and res_t < 0.04   # polarization tail bends the curves
a_s = 1 / (kappa - rho * kappa**2 / 2)

# --- bound-state expansion tested on a square well of unit radius ---
kb = 0.2
q = brentq(lambda z: z / np.tan(z) + kb, np.pi / 2 + 1e-6, 3.0)
range_well = 2 * quad(lambda x: np.exp(-2 * kb * x) - np.exp(-2 * kb)
                      * (np.sin(q * x) / np.sin(q))**2, 0, 1)[0]
for k in (0.1, 0.2, 0.3):
    qk = np.sqrt(q**2 + kb**2 + k**2)
    delta = np.arctan(k * np.tan(qk) / qk) - k
    assert abs(k / np.tan(delta) + kb - range_well / 2 * (k**2 + kb**2)) < 3e-3


# --- cross sections and thermal average ---
def section(cot):
    return lambda k: 4 * np.pi / (k**2 + cot(k)**2)


sig_s, sig_t = section(cot_s), section(cot_t)
sig_zero = section(lambda k: -kappa + 0 * k)
xs, wx = roots_genlaguerre(60, 1.0)


def no_triplet(k):
    return 0 * k


def reduced(t, fs, ft, Pd=0.0, Pe=0.0):
    """Thermal average of 1/(k * mean cross section), two spins in parallel."""
    k = np.sqrt(t * xs)
    s, tr = fs(k), ft(k)
    up = (1 - Pd) / 4 * s + (3 + Pd) / 4 * tr
    dn = (1 + Pd) / 4 * s + (3 - Pd) / 4 * tr
    inv = (1 + Pe) / 2 / up + (1 - Pe) / 2 / dn
    return np.sum(wx * inv) / np.sqrt(t) / gamma(2.5)


def closed(t, rg):
    A, B, b = 1 - kappa * rg, rg**2 / 4, kappa**2
    return (A * (2 * t + b) + B * (6 * t**2 + 4 * t * b + b**2)) / (
        np.pi * gamma(2.5) * np.sqrt(t))


for t in (0.01, 0.03, 0.1):
    for rg, f in ((0.0, sig_zero), (rho, sig_s)):
        direct = quad(lambda x: x**1.5 * np.exp(-x) * 4
                      / (np.sqrt(t * x) * f(np.sqrt(t * x))), 0, 60)[0] / gamma(2.5)
        assert abs(direct / closed(t, rg) - 1) < 1e-5


def minimum(fs, ft):
    return minimize_scalar(lambda t: reduced(t, fs, ft), bounds=(0.003, 0.4),
                           method='bounded', options={'xatol': 1e-8}).x


A, B, b = 1 - kappa * rho, rho**2 / 4, kappa**2
c1, c0 = 2 * A + 4 * B * b, A * b + B * b**2
t_min_range = (-c1 + np.sqrt(c1**2 + 72 * B * c0)) / (36 * B)
assert abs(minimum(sig_s, no_triplet) / t_min_range - 1) < 1e-3
assert abs(minimum(sig_zero, no_triplet) / (b / 2) - 1) < 1e-3
t_min_full = minimum(sig_s, sig_t)


# --- spin algebra and current relaxation from an explicit collision matrix ---
def lam(k):
    return (sig_s(k) - sig_t(k)) / (sig_s(k) + 3 * sig_t(k))


def spin_rates(k, Pd):
    ds, dt = np.arctan2(k, cot_s(k)), np.arctan2(k, cot_t(k))
    fs, ft = [(np.exp(2j * d) - 1) / (2j * k) for d in (ds, dt)]
    v = np.array([0, 1, -1, 0]) / np.sqrt(2)
    Ps = np.outer(v, v)
    F = (fs * Ps + ft * (np.eye(4) - Ps)).reshape(2, 2, 2, 2)
    flip = 4 * np.pi * abs(F[1, 0, 0, 1])**2
    assert abs(flip / (np.pi / k**2 * np.sin(ds - dt)**2) - 1) < 1e-10
    donors = np.array([1 + Pd, 1 - Pd]) / 2
    return np.einsum('abcd,d->ac', 4 * np.pi * abs(F)**2, donors), flip


mu, wmu = roots_legendre(6)
for k, Pd, Pe in ((0.1, 0.6, 0.6), (0.25, 0.8, 0.3), (0.4, 0.5, -0.4)):
    G, _ = spin_rates(k, Pd)
    n = np.array([1 + Pe, 1 - Pe]) / 2
    coll = np.kron(G, np.tile(wmu / 2, (6, 1))) - np.kron(np.diag(G.sum(0)), np.eye(6))
    g = np.linalg.lstsq(coll, -np.kron(n, mu), rcond=1e-10)[0]
    current = 3 * np.sum(np.kron(np.ones(2), wmu / 2 * mu) * g)
    L = lam(k)
    expected = (1 + L * Pd * Pe) / (1 - L**2 * Pd**2) * 4 / (sig_s(k) + 3 * sig_t(k))
    assert abs(current / expected - 1) < 1e-8
    if Pd == Pe:   # exchange leaves equal polarizations unchanged
        assert abs(n[0] * G[1, 0] - n[1] * G[0, 1]) < 1e-9 * G[1, 0]

# --- example: shallow donors, rough ZnSe-like parameters ---
m_rel, eps_r, g_fac, N_cm, T0, n_cm = 0.16, 9.0, 1.1, 5e15, 8.0, 1e10
m, eps, N = m_rel * C.m_e, eps_r * C.epsilon_0, N_cm * 1e6
aB = 4 * np.pi * eps * C.hbar**2 / (m * C.e**2)
Ry = C.hbar**2 / (2 * m * aB**2)
meV = C.e * 1e-3
unit = C.e / (C.hbar * N * aB) * 1e4
t0 = C.k * T0 / Ry
mob0 = unit * reduced(t0, sig_s, sig_t)
print(f"mass {m_rel} m0, dielectric constant {eps_r}, g {g_fac}")
print(f"donor density {N_cm:.1e} cm^-3, free electrons {n_cm:.1e} cm^-3")
print(f"effective Bohr radius a = {aB*1e9:.3f} nm, Ry = {Ry/meV:.2f} meV")
print(f"solver: polarizability {alpha:.4f} a^3, 1s-1s repulsion {repulsion:.5f} Hartree*")
print(f"D- binding, l<=2: {bind_l2:.5f} Ry; l<=3: {bind:.5f} Ry = {bind*Ry/meV:.3f} meV")
print(f"kappa = {kappa:.4f} /a, singlet range rho = {rho:.3f} a, a_s = {a_s:.2f} a")
print(f"triplet window fit: a_t = {a_t:.3f} a, r_t = {r_t:.3f} a")
print(f"fit window singlet k = {ks[0]:.3f}-{ks[-1]:.3f} /a, triplet {kt[0]:.3f}-{kt[-1]:.3f} /a")
print(f"largest fit error of k cot(delta): singlet {res_s:.4f}, triplet {res_t:.4f} /a")
print(f"enhancement 1/(1-kappa rho) = {1/(1-kappa*rho):.3f}")
print(f"square well: kappa {kb}, range {range_well:.4f} (well radii)")
k0 = np.sqrt(t0)
print(f"At T = {T0} K: kT = {C.k*T0/meV:.4f} meV, t = {t0:.5f}, k(E=kT) = {k0:.4f} /a")
print(f"  phase shifts: singlet {np.arctan2(k0,cot_s(k0)):.4f}, "
      f"triplet {np.arctan2(k0,cot_t(k0)):.4f} rad")
nm2 = aB**2 * 1e18
print(f"  sigma_s {sig_s(k0)*nm2:.0f} nm^2, sigma_t {sig_t(k0)*nm2:.0f} nm^2, "
      f"lambda {lam(k0):.4f}")
print(f"  spin-flip cross section (opposite spins) {spin_rates(k0,0)[1]*nm2:.0f} nm^2")
print("Mobility (cm2/Vs): Sclar zero range | singlet with range | both channels")
for Tk in (2, 4, 8, 16):
    t = C.k * Tk / Ry
    print(f"  T = {Tk:2d} K: {unit*closed(t,0):.4g} | {unit*closed(t,rho):.4g} | "
          f"{unit*reduced(t,sig_s,sig_t):.4g}")
print(f"Temperature of minimum: {b/2*Ry/C.k:.2f} | {t_min_range*Ry/C.k:.2f} | "
      f"{t_min_full*Ry/C.k:.2f} K")


def resist_change(P):
    return reduced(t0, sig_s, sig_t) / reduced(t0, sig_s, sig_t, P, P) - 1


kx = np.sqrt(t0 * xs)
tau_w = wx / (sig_s(kx) + 3 * sig_t(kx))
coef = np.sum(tau_w * lam(kx) * (1 + lam(kx))) / np.sum(tau_w)
assert abs(resist_change(0.03) / (-coef * 0.03**2) - 1) < 0.01
print(f"Small-P coefficient at {T0} K: delta rho/rho = -{coef:.4f} P^2")
for P in (0.1, 0.3, 0.6, 1.0):
    print(f"  P = {P:.1f}: delta rho/rho = {100*resist_change(P):.3f} %")
print(f"  donors only, Pd=0.3, Pe=0: "
      f"{100*(reduced(t0,sig_s,sig_t)/reduced(t0,sig_s,sig_t,0.3,0)-1):.3f} %")

# --- field-induced polarization at the edge of the semiclassical regime ---
muB = C.physical_constants['Bohr magneton'][0]
Bc = m * C.k * T0 / (C.hbar * C.e)
Pc = np.tanh(g_fac * muB * Bc / (2 * C.k * T0))


def tau(x):
    k = np.sqrt(t0 * x)
    return 4 * m / (C.hbar * N * aB * k * (sig_s(k) + 3 * sig_t(k)))


wc = C.e * Bc / m


def avg(f):
    return quad(lambda y: 2 * y**4 * np.exp(-y * y) * f(tau(y * y)), 1e-6, 7,
                limit=200)[0] / gamma(2.5)


sxx = avg(lambda z: z / (1 + (wc * z)**2))
sxy = avg(lambda z: wc * z**2 / (1 + (wc * z)**2))
orbital = sxx / (sxx**2 + sxy**2) * avg(lambda z: z) - 1
assert abs(avg(lambda z: z) * C.e / m * 1e4 / mob0 - 1) < 1e-4
print(f"hbar*omega_c = kT at B = {Bc:.3f} T: thermal P = {Pc:.4f}, "
      f"mobility*B = {mob0*1e-4*Bc:.2f}")
print(f"  spin part {100*resist_change(Pc):.4f} %, transverse orbital part {100*orbital:.2f} %")

# --- sizes of neglected effects ---
born = quad(lambda x: (spherical_jn(1, x) / x)**2, 1e-8, 100, limit=400)[0]
assert abs(born - np.pi / 15) < 1e-5


def with_p(cot):
    def f(k):
        d0, d1 = np.arctan2(k, cot(k)), alpha * born * k**2
        return 4 * np.pi / k**2 * (np.sin(d0 - d1)**2 + 2 * np.sin(d1)**2)
    return f


p_change = reduced(t0, with_p(cot_s), with_p(cot_t)) / reduced(t0, sig_s, sig_t) - 1
poly_s, poly_t = np.polyfit(ks, cs, 3), np.polyfit(kt, ct, 3)
fit_change = reduced(t0, section(lambda k: np.polyval(poly_s, k)),
                     section(lambda k: np.polyval(poly_t, k))) / reduced(t0, sig_s, sig_t) - 1
assert abs(fit_change) < 0.08
print(f"Mobility change at {T0} K: p wave (polarization) {100*p_change:.1f} %, "
      f"computed phases instead of fit {100*fit_change:.1f} %")
k2 = np.sqrt(2 * t0)
mean_sig = (sig_s(k2) + 3 * sig_t(k2)) / 4 * aB**2
kSI = k2 / aB
rate0 = N * mean_sig * C.hbar * kSI / m
print(f"At E = 2kT: mean sigma {mean_sig*1e18:.0f} nm^2, rate {rate0:.3e} 1/s, "
      f"k*path {kSI/(N*mean_sig):.1f}")
b0 = aB / (2 * t0)
for frac in (1e-3, 1e-2):
    bmax = 0.5 * (frac * N)**(-1 / 3)
    ion = quad(lambda s: 2 * np.pi * s * 2 / (s**2 + 1), 0, bmax / b0)[0] * b0**2
    print(f"  ionized fraction {frac:g}: ionized/neutral rate {frac*ion/mean_sig:.3f}")
D_eV, c_el, K2 = 4.0, 1e11, 5e-4
dos = m * kSI / (2 * np.pi**2 * C.hbar**2)


def phonon_rate(M2):
    ang = quad(lambda z: 0.5 * (1 - z) * M2(2 * kSI**2 * (1 - z)), -1, 1)[0]
    return 2 * np.pi / C.hbar * dos * ang


ac = phonon_rate(lambda q2: (D_eV * C.e)**2 * C.k * T0 / c_el)
pz = phonon_rate(lambda q2: C.e**2 * K2 * C.k * T0 / (eps * q2))
print(f"  phonon inputs: D {D_eV} eV, stiffness {c_el:.0e} Pa, piezo K^2 {K2}")
print(f"  phonon/neutral rate: deformation {ac/rate0:.4f}, piezoelectric {pz/rate0:.4f}")
Nc = 2 * (m * C.k * T0 / (2 * np.pi * C.hbar**2))**1.5 * 1e-6
trapped = 0.5 * n_cm / Nc * np.exp(bind / t0) * N_cm
print(f"Degeneracy n/Nc = {n_cm/Nc:.2e}, equilibrium D- density {trapped:.2e} cm^-3")
eps_inf, lo_meV = 5.9, 31.0
RyH = C.physical_constants['Rydberg constant times hc in J'][0]
fro = (1 / eps_inf - 1 / eps_r) * np.sqrt(RyH * m_rel / (lo_meV * meV))
print(f"Polaron: eps_inf {eps_inf}, LO {lo_meV} meV, coupling {fro:.3f}, "
      f"mass rise about {100*fro/6:.1f} %")
print("OK")
```

It prints:

```
mass 0.16 m0, dielectric constant 9.0, g 1.1
donor density 5.0e+15 cm^-3, free electrons 1.0e+10 cm^-3
effective Bohr radius a = 2.977 nm, Ry = 26.88 meV
solver: polarizability 4.5000 a^3, 1s-1s repulsion 0.62500 Hartree*
D- binding, l<=2: 0.05487 Ry; l<=3: 0.05524 Ry = 1.485 meV
kappa = 0.2350 /a, singlet range rho = 2.751 a, a_s = 6.29 a
triplet window fit: a_t = 2.097 a, r_t = 1.537 a
fit window singlet k = 0.130-0.451 /a, triplet 0.112-0.452 /a
largest fit error of k cot(delta): singlet 0.0057, triplet 0.0122 /a
enhancement 1/(1-kappa rho) = 2.829
square well: kappa 0.2, range 0.9217 (well radii)
At T = 8.0 K: kT = 0.6894 meV, t = 0.02565, k(E=kT) = 0.1602 /a
  phase shifts: singlet 2.2288, triplet 2.8045 rad
  sigma_s 2717 nm^2, sigma_t 475 nm^2, lambda 0.5415
  spin-flip cross section (opposite spins) 322 nm^2
Mobility (cm2/Vs): Sclar zero range | singlet with range | both channels
  T =  2 K: 2.078e+05 | 1.007e+05 | 7.011e+04
  T =  4 K: 1.746e+05 | 8.978e+04 | 5.769e+04
  T =  8 K: 1.626e+05 | 9.405e+04 | 5.139e+04
  T = 16 K: 1.703e+05 | 1.218e+05 | 4.986e+04
Temperature of minimum: 8.61 | 4.79 | 14.37 K
Small-P coefficient at 8.0 K: delta rho/rho = -0.6116 P^2
  P = 0.1: delta rho/rho = -0.609 %
  P = 0.3: delta rho/rho = -5.322 %
  P = 0.6: delta rho/rho = -19.379 %
  P = 1.0: delta rho/rho = -44.651 %
  donors only, Pd=0.3, Pe=0: -1.737 %
hbar*omega_c = kT at B = 0.953 T: thermal P = 0.0440, mobility*B = 4.90
  spin part -0.1182 %, transverse orbital part 1.25 %
Mobility change at 8.0 K: p wave (polarization) -10.5 %, computed phases instead of fit 0.5 %
At E = 2kT: mean sigma 815 nm^2, rate 2.243e+11 1/s, k*path 18.7
  ionized fraction 0.001: ionized/neutral rate 0.085
  ionized fraction 0.01: ionized/neutral rate 0.485
  phonon inputs: D 4.0 eV, stiffness 1e+11 Pa, piezo K^2 0.0005
  phonon/neutral rate: deformation 0.0061, piezoelectric 0.0206
Degeneracy n/Nc = 1.43e-06, equilibrium D- density 3.08e+10 cm^-3
Polaron: eps_inf 5.9, LO 31.0 meV, coupling 0.489, mass rise about 8.2 %
OK
```
